# Luminescence edge of a finite quantum well with layer-dependent mass

A well layer of width $L=2a$ fills $|z|<a$ between thick barriers. We want the energy at which an electron and a hole confined in the well recombine with emission of a photon.

**Model and conventions.** Each carrier has one isotropic parabolic band and an envelope function $\psi(z)$. Its mass $m(z)$ is $m_w$ in the well and $m_b$ in the barriers. Its potential $V(z)$ is $0$ in the well and $V>0$ in the barriers. Electron energies are counted upward from the conduction edge of the well, hole energies downward from its valence edge, so both carriers obey an equation of the same form with positive mass. The gap of the well material is $E_g$. There is no electric field, and the Coulomb attraction between electron and hole is left out. In Hartree atomic units ($\hbar=m_e=e=1$) the envelope operator at zero in-plane momentum is taken to be

$$H=-\frac12\frac{d}{dz}\frac1{m(z)}\frac{d}{dz}+V(z).$$

**Data.** These are round model parameters and stand for no particular material: $L=150$ bohr and $E_g=55$ mHa. For the electron $m_w=0.07$, $m_b=0.10$, $V=8$ mHa; for the hole $m_w=0.35$, $m_b=0.45$, $V=5$ mHa.

## (a) What must be continuous at an interface?

**Solution.** A jump of $\psi$ would put a delta function into $\psi'$, and the kinetic energy $\frac12\int|\psi'|^2/m\,dz$ would be infinite. Hence $\psi$ is continuous.

For the derivative, integrate $H\psi=E\psi$ from $a-\varepsilon$ to $a+\varepsilon$:

$$-\frac12\left[\frac{\psi'}{m}\right]_{a-\varepsilon}^{a+\varepsilon}+\int_{a-\varepsilon}^{a+\varepsilon}(V-E)\psi\,dz=0.$$

The last integrand is bounded, so the integral vanishes as $\varepsilon\to0$. Therefore

$$\psi(a^-)=\psi(a^+),\qquad \frac{\psi'(a^-)}{m_w}=\frac{\psi'(a^+)}{m_b}.$$

The slope itself jumps when the masses differ. The continuous quantity is the one that carries probability. From $i\,\partial_t\psi=H\psi$,

$$\partial_t|\psi|^2=2\,\mathrm{Im}(\psi^*H\psi)=-\mathrm{Im}\left[\psi^*\left(\frac{\psi'}{m}\right)'\right]=-\frac{\partial}{\partial z}\,\mathrm{Im}\left(\frac{\psi^*\psi'}{m}\right).$$

The last step holds because the extra term $|\psi'|^2/m$ is real. The flux $\mathrm{Im}(\psi^*\psi'/m)$ is thus continuous, and nothing is created or lost at the interface.

The condition belongs to the chosen operator. If the junction also had a short-range potential $c\,\delta(z-a)$, the same integration would give a jump of $2c\,\psi(a)$ in $\psi'/m$.

## (b) What goes wrong if $\psi'$ is made continuous instead?

**Solution.** Take two real even bound states, $\psi_1$ and $\psi_3$, with energies $E_1<E_3$. Inside each layer the mass is constant. Multiply the equation for $\psi_3$ by $\psi_1$, that for $\psi_1$ by $\psi_3$, and subtract; the potential cancels:

$$(E_3-E_1)\psi_1\psi_3=-\frac{1}{2m}W',\qquad W=\psi_1\psi_3'-\psi_3\psi_1'.$$

$W$ is odd in $z$ and vanishes at infinity. The well contributes $-[W(a^-)-W(-a^+)]/(2m_w)=-W(a^-)/m_w$. Each barrier contributes $+W(a^+)/(2m_b)$. Adding the three layers,

$$(E_3-E_1)\int\psi_1\psi_3\,dz=\frac{W(a^+)}{m_b}-\frac{W(a^-)}{m_w}.$$

If $\psi$ and $\psi'/m$ are continuous, so is $W/m$, and the states are orthogonal. If $\psi'$ is continuous, then $W(a^-)=W(a^+)$. In the barrier $\psi_i'=-\kappa_i\psi_i$ with $\kappa_i=\sqrt{2m_b(V-E_i)}$, so $W(a)=\psi_1(a)\psi_3(a)(\kappa_1-\kappa_3)$ and

$$\int\psi_1\psi_3\,dz=-\left(\frac1{m_w}-\frac1{m_b}\right)\frac{\psi_1(a)\psi_3(a)(\kappa_1-\kappa_3)}{E_3-E_1}.$$

This is nonzero for unequal masses: $\kappa_1\neq\kappa_3$, and a bound state with $\psi(a)=0$ would have no tail, hence no slope at the edge, and would vanish everywhere. States of different energy then overlap, so the norm of their superposition changes in time. The condition does not define a Hermitian problem with this $H$. This does not make its energies meaningless. Continuous $\psi$ and $\psi'$ solve $-\frac12\psi''+mV\psi=Em\psi$, whose states are orthogonal with weight $m(z)$. With $\phi=m^{1/2}\psi$ this is the eigenproblem of another Hermitian ordering, $-\frac12m^{-1/2}\frac{d^2}{dz^2}m^{-1/2}+V$, in which the envelope $\phi$ jumps at the interface. Hermiticity fixes the matching once the operator is chosen. It does not choose the operator, and which ordering suits a real junction is a microscopic question.

## (c) Find the bound levels and their number.

**Solution.** Multiplying $H\psi=E\psi$ by $\psi$ and integrating gives $E$ as a sum of non-negative terms that cannot all vanish, so $E>0$. In the barriers the solution can decay exponentially only if $E<V$. A bound level therefore has $0<E<V$. Define

$$k=\sqrt{2m_wE},\qquad \kappa=\sqrt{2m_b(V-E)}.$$

The well is symmetric, so its nondegenerate bound states are even or odd. For an even state take $A\cos kz$ inside and $Be^{-\kappa(|z|-a)}$ outside. The two conditions at $z=a$ are

$$A\cos ka=B,\qquad -\frac{Ak}{m_w}\sin ka=-\frac{\kappa B}{m_b}.$$

Dividing the second by the first gives

$$\frac{k}{m_w}\tan ka=\frac{\kappa}{m_b}\quad\text{(even)}.$$

For an odd state, $A\sin ka=B$ and $Ak\cos(ka)/m_w=-\kappa B/m_b$, so

$$-\frac{k}{m_w}\cot ka=\frac{\kappa}{m_b}\quad\text{(odd)}.$$

To count the roots, set $\theta=ka$, $\theta_0=a\sqrt{2m_wV}$ and $r=\sqrt{m_w/m_b}$. Then $E=V(\theta/\theta_0)^2$, and

$$\frac{m_w\kappa}{m_bk}=r\sqrt{\frac{V-E}{E}}=\frac{r\sqrt{\theta_0^2-\theta^2}}{\theta}\equiv g(\theta).$$

The even condition is $\tan\theta=g$. The odd one is $\tan(\theta-\pi/2)=g$, because $-\cot\theta=\tan(\theta-\pi/2)$. Since $g>0$, both are contained in

$$f_n(\theta)=\theta-(n-1)\frac{\pi}{2}-\arctan g(\theta)=0,\qquad n=1,2,\dots,$$

with odd $n$ for even states. As $g$ falls with $\theta$, $f_n$ rises. It is negative at $\theta=(n-1)\pi/2$, provided this lies below $\theta_0$. It is positive at the smaller of $n\pi/2$ and $\theta_0$. There is therefore one root for each $n$ with $(n-1)\pi/2<\theta_0$, and the number of levels is

$$N=\left\lceil\frac{2\theta_0}{\pi}\right\rceil .$$

At least one level exists. The barrier mass is absent from $N$: at the threshold $E=V$ the outer slope is zero, and dividing zero by $m_b$ leaves zero.

The barrier mass does move the levels. A larger $m_b$ lowers $r$ and $g$, raises $f_n$, and so shifts its root to a smaller $\theta$: the level falls. Continuity of $\psi'$ would give $\tan ka=\kappa/k$ for even states, which replaces $r$ by $1/r$. For $m_b>m_w$ it therefore puts the ground level above that of $H$, and above even the level found with $m_b=m_w$.

## (d) What are the wide-well and narrow-well limits of the ground level?

**Solution.** In a wide well both $\theta_0\gg1$ and $r\theta_0\gg1$, and the root lies just below $\pi/2$. Put $\theta=\pi/2-\delta$. Then $\tan\theta=\cot\delta\approx1/\delta$ and $g\approx r\theta_0/\theta$, so $\delta\approx\theta/(r\theta_0)$ and

$$\theta\left(1+\frac1{r\theta_0}\right)\approx\frac{\pi}{2}.$$

Insert this into $E=\theta^2/(2m_wa^2)$ with $a=L/2$:

$$E\approx\frac{\pi^2}{2m_w(L+\Delta L)^2},\qquad \Delta L=\frac{L}{r\theta_0}=\frac{2m_b}{m_w\kappa_0},\qquad \kappa_0=\sqrt{2m_bV}.$$

The well acts like one with hard walls, widened on each side by the decay length $1/\kappa_0$ times the mass ratio $m_b/m_w$. For $V\to\infty$ the widening vanishes.

The next order shows how good this is. With $\cot\delta\approx(1-\delta^2/3)/\delta$ and $\sqrt{\theta_0^2-\theta^2}\approx\theta_0(1-\theta^2/2\theta_0^2)$,

$$\delta\approx\frac{\theta}{r\theta_0}\left[1+\frac{\theta^2}{\theta_0^2}\left(\frac12-\frac1{3r^2}\right)\right].$$

The two corrections cancel at $r^2=2/3$. For mass ratios near this value the estimate can be good even when $r\theta_0$ is not very large.

In a narrow well, $\theta_0\ll1$ and the level lies just below $V$. Then $\tan ka\approx kL/2$, and the even condition becomes

$$\frac{k^2L}{2m_w}=EL\approx VL=\frac{\kappa}{m_b}.$$

Hence $\kappa\approx m_bVL$ and

$$V-E=\frac{\kappa^2}{2m_b}\approx\frac{m_bV^2L^2}{2}.$$

This also requires $m_bVL^2\ll1$, so that the binding is small compared with $V$. The well mass has dropped out, since $\psi$ is almost constant across the thin well and the kinetic energy there is negligible.

## (e) Which photon energy marks the luminescence edge, and is the transition allowed?

**Solution.** In-plane motion with wave number $k_\parallel$ adds $k_\parallel^2/(2m(z))$ to $H$. This term is positive, and for any normalized state it is at least $k_\parallel^2/2$ divided by the larger of the two masses. By the variational principle the ground energy therefore rises with it. Its initial slope follows from first-order perturbation theory:

$$\frac{1}{m_\parallel}=\left.\frac{dE}{d(k_\parallel^2/2)}\right|_{0}=\frac{P_w}{m_w}+\frac{P_b}{m_b},$$

where $P_w$ and $P_b=1-P_w$ are the probabilities of finding the carrier in the well and in the barriers. For the even state $\cos kz$ with its tails, the squared norm is

$$N_\psi=\int_{-a}^{a}\cos^2kz\,dz+2\cos^2ka\int_0^\infty e^{-2\kappa s}ds=a+\frac{\sin2ka}{2k}+\frac{\cos^2ka}{\kappa},$$

and the last term divided by $N_\psi$ is $P_b$.

The photon's momentum is negligible, so electron and hole recombine with equal $k_\parallel$, and the pair energy is lowest at $k_\parallel=0$. There the electron lies $E_e$ above the conduction edge of the well, and the empty valence state lies $E_h$ below the valence edge. The difference of the two energies is the photon energy at the edge:

$$E_{PL}=E_g+E_e+E_h .$$

In the two-band picture the amplitude contains the envelope overlap. With $\cos k_ez\cos k_hz=\frac12[\cos(k_e-k_h)z+\cos(k_e+k_h)z]$ inside the well and a product of exponentials outside,

$$I=\frac{\sin(k_e-k_h)a}{k_e-k_h}+\frac{\sin(k_e+k_h)a}{k_e+k_h}+\frac{2\cos k_ea\,\cos k_ha}{\kappa_e+\kappa_h},$$

and the normalized overlap squared is $I^2/(N_eN_h)$. Both ground states have $\theta<\pi/2$, so neither changes sign. The overlap cannot vanish, and the transition is allowed unless the band-edge matrix element itself forbids it.

$E_{PL}$ is the edge for free pairs. A bound exciton emits lower by its binding energy. Band nonparabolicity, localization, strain, fields and line broadening also displace a measured maximum. Real valence bands are anisotropic and mix at $k_\parallel\neq0$, so the hole's $m_\parallel$ holds within the isotropic model.

## (f) How does the edge move with the width of the well?

**Solution.** Differentiate the ground-state condition $\theta=\arctan u$ with respect to $L$, where $u=r\sqrt{(V-E)/E}$. From $\theta=\frac L2\sqrt{2m_wE}$,

$$\frac{d\theta}{dL}=\frac{\theta}{L}+\frac{\theta}{2E}\frac{dE}{dL}.$$

From $u^2=r^2(V/E-1)$ we get $du/dE=-r^2V/(2uE^2)$. Also $1+u^2=D/E$ with $D=E+r^2(V-E)$. Hence

$$\frac{d\arctan u}{dE}=\frac{1}{1+u^2}\frac{du}{dE}=-\frac{r^2V}{2uED}.$$

Equate the two sides and multiply by $2EL/\theta$:

$$2E+\frac{dE}{dL}\left(L+\frac{Lr^2V}{\theta uD}\right)=0.$$

Now $L/\theta=2/k$, and the matching condition $u=\tan ka=r^2\kappa/k$ gives $ku=r^2\kappa$. The last term in the bracket is therefore $2V/(\kappa D)$, and

$$\frac{dE}{dL}=-\frac{2E}{L+\dfrac{2V}{\kappa\,[E+(m_w/m_b)(V-E)]}} .$$

For $E\ll V$ the added length tends to $2m_b/(m_w\kappa_0)=\Delta L$, in accord with part (d). At fixed gap, masses and offsets, $dE_{PL}/dL$ is the sum of the electron and hole slopes.

## (g) Evaluate the edge for the given well and read the numbers.

**Solution.** The strengths are

$$\theta_0^{e}=75\sqrt{2(0.07)(0.008)}=2.510,\qquad \theta_0^{h}=75\sqrt{2(0.35)(0.005)}=4.437 .$$

Since $2\theta_0/\pi$ is $1.60$ and $2.82$, there are two electron and three hole levels. A bracketed numerical root search on $f_n=0$ gives 1.432 and 5.510 mHa for the electron, and 0.397, 1.571 and 3.436 mHa for the hole. The ground roots are $\theta=1.0618$ and $1.2495$, so that

$$E_e=8\left(\frac{1.0618}{2.5100}\right)^2=1.432\ \text{mHa},\qquad E_h=5\left(\frac{1.2495}{4.4371}\right)^2=0.397\ \text{mHa}.$$

The edge is

$$E_{PL}=55+1.432+0.397=56.83\ \text{mHa}=1.546\ \text{eV},$$

a vacuum wavelength of 802 nm. Confinement supplies 1.83 mHa, of which the light electron gives more than three quarters.

**Penetration and strength.** The electron has $k=0.01416$ and $\kappa=0.03624$ bohr$^{-1}$. The norm in part (e) gives $P_b=0.059$, and

$$m_\parallel=\left(\frac{0.941}{0.07}+\frac{0.059}{0.10}\right)^{-1}=0.0713 .$$

For the hole, $P_b=0.016$ and $m_\parallel=0.3513$. The overlap squared is 0.978: the two envelopes have nearly the same shape despite the fivefold ratio of their well masses.

**The interface condition.** The ground levels and the edge under three assumptions, in mHa, are:

| Assumption | $E_e$ | $E_h$ | $E_{PL}$ |
|---|---|---|---|
| $\psi'/m$ continuous | 1.432 | 0.397 | 56.83 |
| $m_b$ set equal to $m_w$ | 1.570 | 0.415 | 56.98 |
| $\psi'$ continuous | 1.708 | 0.433 | 57.14 |

The order is that of $r<1<1/r$ in part (c). Continuous $\psi'$ raises the edge by 0.31 mHa, which is 17% of the confinement energy. It also gives the first and third hole states, normalized and taken as cosines in the well, an overlap of 0.013 instead of zero.

**The wide-well estimate.** The widening $\Delta L$ is 71.4 bohr for the electron and 38.3 bohr for the hole. The estimates, 1.438 and 0.398 mHa, exceed the roots by 0.4% and 0.2%, although $r\theta_0=L/\Delta L$ is just 2.1 and 3.9. The near cancellation in part (d) is at work: $r^2$ is 0.70 and 0.78, and the bracket $\frac12-1/(3r^2)$ is 0.024 and 0.071. Its positive sign makes the true $\delta$ larger and the true level lower than the estimate, as found. For the electron, where $r\theta_0$ is only 2.1, this term gives about two thirds of the difference and higher orders supply the rest.

**Width from energy.** For the electron, $D=1.432+0.7(6.568)=6.030$ mHa, and

$$\frac{dE_e}{dL}=-\frac{2(1.432)}{150+16/(0.03624\times6.030)}=-0.0128\ \text{mHa/bohr}.$$

The hole adds $-0.0042$, so $dE_{PL}/dL=-0.0170$ mHa/bohr. An unexplained energy shift of 0.1 mHa would thus be read as a width change of $0.1/0.0170\approx6$ bohr. The neglected exciton binding is larger than that. For these masses and a relative permittivity of 12.5, a variational estimate gives at least 0.39 mHa, which would be read as nearly 30 bohr. Continuous $\psi'$ puts the edge 0.31 mHa above that of $H$; fitting that model to the edge of $H$ gives a well about 17 bohr wider.

**Graded interfaces.** Suppose that mass and band edge pass from well to barrier values in proportion to $\frac12[1+\tanh((|z|-a)/w)]$. Diagonalizing $H$ on a finite-difference grid then raises the electron level above its abrupt value by 0.003, 0.011 and 0.043 mHa for $w=2$, 4 and 8 bohr. The shift grows nearly fourfold per doubling of $w$ for this profile; if $1/m$ is interpolated instead of $m$, the shifts are 0.006, 0.016 and 0.052 mHa. For this $H$ the abrupt model is thus the limit of a thin transition layer. The test does not select the ordering: the same grading in the operator of part (b) tends to 1.708 mHa. At $w=8$ bohr the error of the abrupt model in $E_e$ is 3%, equivalent to some 3 bohr of width.

Numbers in the example were calculated in double precision.
